\section*{Vacuum energy of planar Dirac fermions in a constant magnetic field}

\section*{Setting}

A charged Dirac field in two space dimensions is placed in a constant magnetic field $B$. The task is to find how its vacuum energy depends on $B$ at one loop, that is, with the fermions interacting with the given field but not with each other. The temperature is zero.

Units are $\hbar=c=1$ until part (f). The particle has charge $-e$ with $e>0$, and $b=eB>0$. For one two-component species,
\begin{equation}
H=\sigma_x\pi_x+\sigma_y\pi_y+m\sigma_z,\qquad \boldsymbol\pi=\mathbf p+e\mathbf A,\qquad \mathbf A=(0,Bx).
\end{equation}
Take $m\ge 0$; the other sign is discussed in part (a). The chemical potential lies in the gap, or at zero energy if $m=0$.

The field operator is ordered symmetrically under charge conjugation, so a mode of energy $E$ contributes $\tfrac12E(c^\dagger c-cc^\dagger)=E(c^\dagger c-\tfrac12)$. Filled negative modes and empty positive modes then both give $-|E|/2$, and the vacuum energy per area is
\begin{equation}
u=-\frac12\sum|E| \quad\text{(per area)}.
\end{equation}
For a static magnetic background with $A_0=0$, the effective Lagrangian density is minus this energy. We write $\mathcal L(b,m)=-[u(B)-u(0)]$. A parity-odd Chern--Simons term, proportional to $\epsilon^{\mu\nu\rho}A_\mu\partial_\nu A_\rho$, vanishes here: each of its terms contains either $A_0$ or a time derivative.

\section*{(a) The levels}

\textbf{Question.} Find the energies, their signs and their number per area.

\textbf{Solution.} The commutator is $[\pi_x,\pi_y]=[p_x,bx]=-ib$. Since $\sigma_x\sigma_y=i\sigma_z$ and $\sigma_z$ anticommutes with $\sigma_x$ and $\sigma_y$,
\begin{equation}
H^2=\pi_x^2+\pi_y^2+i\sigma_z[\pi_x,\pi_y]+m^2=\boldsymbol\pi^2+b\sigma_z+m^2 .
\end{equation}
For a plane wave $e^{iky}$, $\boldsymbol\pi^2=p_x^2+b^2(x+k/b)^2$ is an oscillator with eigenvalues $b(2j+1)$, $j=0,1,\dots$, and eigenfunctions $\varphi_j$. The upper component therefore has $H^2=m^2+2b(j+1)$ and the lower one $m^2+2bj$. Hence
\begin{equation}
|E_n|=\sqrt{m^2+2bn},\qquad n=0,1,2,\dots
\end{equation}

For $n\ge1$ and given $k$, the eigenspace of $H^2$ is spanned by $(\varphi_{n-1},0)$ and $(0,\varphi_n)$. Because $H$ commutes with $H^2$ and with $p_y$, it acts within this space. Its diagonal elements there are $m$ and $-m$, so its trace is zero, and its eigenvalues are $+|E_n|$ and $-|E_n|$.

For $n=0$ the space contains the single state $(0,\varphi_0)$, with $E=-m$. This level has no partner. Reversing the sign of $m$ moves it to $+|m|$ without changing $|E|$, so all results below hold for either sign if $m$ is read as $|m|$.

In an area $L_xL_y$, the values of $k$ are spaced by $2\pi/L_y$, and the centre $-k/b$ must lie within the length $L_x$. This allows $bL_xL_y/2\pi$ values, or $b/2\pi$ states per area for each level.

\section*{(b) A finite integral for the energy difference}

\textbf{Question.} Introduce a cutoff that depends on the energy alone, subtract the zero-field energy, and remove the cutoff.

\textbf{Solution.} Define the trace per area $K(s)=\sum e^{-sE^2}$. With $r=e^{-2bs}$, the geometric series gives
\begin{equation}
K(s)=\frac{b}{2\pi}e^{-m^2s}\Big[1+2\sum_{n\ge1}r^n\Big]
=\frac{b}{2\pi}e^{-m^2s}\,\frac{1+r}{1-r}
=\frac{b}{2\pi}e^{-m^2s}\coth(bs).
\end{equation}
Without a field there are two signs of energy for each momentum, so
\begin{equation}
K_0(s)=2\int\frac{d^2k}{(2\pi)^2}e^{-s(k^2+m^2)}=\frac{e^{-m^2s}}{2\pi s}.
\end{equation}

Regularize by $u_\delta=-\frac12\sum|E|e^{-\delta E^2}$. From $1/|E|=\pi^{-1/2}\int_0^\infty ds\,s^{-1/2}e^{-sE^2}$, multiplied by $E^2e^{-\delta E^2}$,
\begin{equation}
|E|e^{-\delta E^2}=\frac1{\sqrt\pi}\int_0^\infty\frac{ds}{\sqrt s}\,E^2e^{-(s+\delta)E^2}.
\end{equation}
A state with $E=0$ gives zero on both sides. Since $\sum E^2e^{-sE^2}=-K'(s)$,
\begin{equation}
u_\delta=\frac{1}{2\sqrt\pi}\int_0^\infty\frac{ds}{\sqrt s}\,K'(s+\delta).
\end{equation}

The field-dependent part contains
\begin{equation}
D(s)=K-K_0=\frac{e^{-m^2s}}{2\pi}\Big[b\coth(bs)-\frac1s\Big],\qquad D(s)\simeq\frac{b^2s}{6\pi}\quad(s\to0).
\end{equation}
Thus $D'$ is bounded near zero. At large $s$ it falls at least as $s^{-2}$, even for $m=0$. The integral converges uniformly enough to set $\delta=0$. The boundary term $s^{-1/2}D$ vanishes at both ends, so integration by parts gives
\begin{equation}
u(B)-u(0)=\frac1{2\sqrt\pi}\int_0^\infty\frac{ds}{\sqrt s}D'(s)=\frac1{4\sqrt\pi}\int_0^\infty\frac{ds}{s^{3/2}}D(s).
\end{equation}
Inserting $D$ and taking one factor $1/s$ out of the bracket,
\begin{equation}
\mathcal L=-\frac1{8\pi^{3/2}}\int_0^\infty\frac{ds}{s^{5/2}}\,e^{-m^2s}\big[bs\coth(bs)-1\big].
\label{proper}
\end{equation}
The numerical output compares this integral with level sums using Gaussian and exponential cutoffs; they agree within $2\times10^{-6}$ at $b=1$ for the three masses listed.

\section*{(c) Is charge renormalization needed?}

\textbf{Question.} Examine the $B^2$ term at small $s$, compare with $3+1$ dimensions, and find any finite change of the coupling.

\textbf{Solution.} For small $x=bs$, $x\coth x-1=x^2/3-x^4/45+\dots$. The integrand of (\ref{proper}) behaves as $b^2s^{-1/2}/3$, which is integrable at $s=0$. There is no ultraviolet divergence proportional to $B^2$, and no infinite renormalization of the charge.

In $3+1$ dimensions each level acquires a momentum $k_z$, with $E^2\to E^2+k_z^2$. This multiplies the trace by
\begin{equation}
2\int\frac{dk_z}{2\pi}e^{-sk_z^2}=\frac1{\sqrt{\pi s}},
\end{equation}
where the factor 2 counts the doubling from two to four components. The prefactor and power become $-(1/8\pi^2)\,s^{-3}$, and the small-$s$ integrand is $b^2/(3s)$. Lowering the cutoff on $s$ by a factor 100 then changes $\mathcal L$ by $-(b^2/24\pi^2)\ln100$, however small the cutoff already is. At $b=m=1$ the output shows this repeated change, $-0.01944$. In $2+1$ dimensions the corresponding change falls from $-1.35\times10^{-5}$ to $-1.35\times10^{-6}$ at the next such step.

A finite $B^2$ term remains when $m>0$. For $b\ll m^2$,
\begin{equation}
\mathcal L\simeq-\frac{b^2}{24\pi^{3/2}}\int_0^\infty\frac{ds}{\sqrt s}e^{-m^2s}
=-\frac{b^2}{24\pi^{3/2}}\frac{\sqrt\pi}{m}=-\frac{b^2}{24\pi m}.
\label{weak}
\end{equation}
In planar electrodynamics the classical term is $-B^2/2=-b^2/(2e^2)$. Adding (\ref{weak}) gives
\begin{equation}
\frac1{e^2}\longrightarrow\frac1{e^2}+\frac1{12\pi m}.
\end{equation}
This is a finite polarization effect. Its coefficient was also obtained from second-order perturbation theory with plane waves, without Landau levels: both calculations give $-0.013263$ for $\mathcal L/b^2$ at $m=1$.

The weak-field result is also a bound on the magnitude. The logarithmic derivative of $\sinh x=x\prod_{k\ge1}(1+x^2/k^2\pi^2)$ gives
\begin{equation}
x\coth x-1=\sum_{k=1}^\infty\frac{2x^2}{x^2+k^2\pi^2}
\le2x^2\sum_{k=1}^\infty\frac1{k^2\pi^2}=\frac{x^2}{3}.
\label{partial}
\end{equation}
Hence $0<-\mathcal L\le b^2/(24\pi m)$ for every $b>0$ and $m>0$. As $m\to0$ the bound diverges and the expansion in $B^2$ loses its use.

\section*{(d) The integral in closed form}

\textbf{Question.} Evaluate (\ref{proper}) for $m>0$, using $\zeta(z,q)=\sum_{n\ge0}(n+q)^{-z}$ for $\operatorname{Re}z>1$ and its analytic continuation.

\textbf{Solution.} Define
\begin{equation}
I(z)=\int_0^\infty ds\,s^{z-1}e^{-m^2s}\Big[b\coth(bs)-\frac1s\Big],\qquad
\mathcal L=-\frac{I(-1/2)}{8\pi^{3/2}}.
\end{equation}
The bracket is of order $s$ near zero, so $I(z)$ is analytic for $\operatorname{Re}z>-1$. The required point lies inside this region.

For $\operatorname{Re}z>1$ the two parts of the bracket can be integrated separately. Write $\coth(bs)=-1+2\sum_{n\ge0}e^{-2bns}$ and $q=m^2/(2b)$. Each exponential gives
\begin{equation}
\int_0^\infty ds\,s^{z-1}e^{-(m^2+2bn)s}=\Gamma(z)(2b)^{-z}(n+q)^{-z}.
\end{equation}
Summing these terms, and integrating the $-b$ and $-1/s$ terms,
\begin{equation}
I(z)=2b\,\Gamma(z)(2b)^{-z}\zeta(z,q)-b\,\Gamma(z)m^{-2z}-\Gamma(z-1)m^{2-2z}.
\end{equation}
Both sides continue analytically to $\operatorname{Re}z>-1$. The separate poles at $z=1$ and $z=0$ must cancel in the sum, because the left side has none. At $z=-1/2$ every term is regular, with
\begin{equation}
\Gamma(-\tfrac12)=-2\sqrt\pi,\qquad
\Gamma(-\tfrac32)=\frac{\Gamma(-\frac12)}{-3/2}=\frac{4\sqrt\pi}{3}.
\end{equation}
Therefore
\begin{equation}
I(-\tfrac12)=-4\sqrt\pi\,b\sqrt{2b}\,\zeta(-\tfrac12,q)+2\sqrt\pi\,bm-\frac{4\sqrt\pi}{3}m^3 .
\end{equation}
Division by $-8\pi^{3/2}$ gives
\begin{equation}
\boxed{\mathcal L=\frac{b^{3/2}}{\sqrt2\,\pi}\,\zeta\!\left(-\frac12,\frac{m^2}{2b}\right)-\frac{bm}{4\pi}+\frac{m^3}{6\pi}}
\label{main}
\end{equation}

The terms have a direct reading. The first is the continued value of $(b/2\pi)\sum_{n\ge0}|E_n|$, which gives the unpaired level the same weight as a pair. The second removes half of that level's contribution. The third subtracts the zero-field energy. The zeta function alone is thus not the complete massive result.

In $3+1$ dimensions the corresponding exponent is $z=-1$, on the edge of the convergence region and at a pole of $\Gamma(z)$. That pole is the logarithm found in part (c).

\section*{(e) Massless fermions and strong fields}

\textbf{Question.} Take $m\to0$, check the coefficient without analytic continuation, and find the first mass correction.

\textbf{Solution.} At $m=0$ the integrand of (\ref{proper}) falls as $s^{-3/2}$ at large $s$, so the integral still converges and the limit may be taken under it. To take it in (\ref{main}), separate the $n=0$ term of the zeta function:
\begin{equation}
\zeta(-\tfrac12,q)=\sqrt q+\zeta(-\tfrac12,1+q)
=\sqrt q+\zeta(-\tfrac12)+\frac q2\zeta(\tfrac12)+O(q^2).
\end{equation}
The expansion uses $\partial_a\zeta(z,a)=-z\,\zeta(z+1,a)$. At $q=0$ only the Riemann value remains:
\begin{equation}
\mathcal L(b,0)=\frac{\zeta(-\frac12)}{\sqrt2\,\pi}(eB)^{3/2}\simeq-0.04679\,(eB)^{3/2}.
\label{massless}
\end{equation}
The power follows directly from (\ref{proper}): with $x=bs$, the integral is $b^{3/2}$ times a number.

That number can be found without continuation. Insert (\ref{partial}) into the massless integral:
\begin{equation}
\mathcal L(b,0)=-\frac{b^{3/2}}{4\pi^{3/2}}\sum_{k=1}^\infty\int_0^\infty\frac{x^{-1/2}\,dx}{x^2+k^2\pi^2}.
\end{equation}
Put $x=k\pi w^2$. Each integral becomes $2(k\pi)^{-3/2}\int_0^\infty dw/(1+w^4)=(k\pi)^{-3/2}\pi/\sqrt2$, and
\begin{equation}
\mathcal L(b,0)=-\frac{\zeta(3/2)}{4\sqrt2\,\pi^2}\,b^{3/2}.
\end{equation}
With $\zeta(3/2)=2.61238$ this is again $-0.04679\,b^{3/2}$. The negative sign is now evident: every term of the sum raises the vacuum energy.

For small mass, $\sqrt q$ contributes $b^{3/2}\sqrt q/(\sqrt2\pi)=bm/(2\pi)$. Combined with $-bm/(4\pi)$,
\begin{equation}
\mathcal L=\frac{\zeta(-\frac12)}{\sqrt2\,\pi}b^{3/2}+\frac{bm}{4\pi}+O(m^2\sqrt b),\qquad m^2\ll b.
\label{strong}
\end{equation}
The linear term is the unpaired level: $b/2\pi$ states per area, each lowering the energy by $m/2$.

\section*{(f) Magnetization of a model sheet}

\textbf{Question.} Restore units for $N$ species with velocity $v$ and half-gap $\Delta$. Evaluate the energy and magnetic moment for $N=4$, $v=10^6$ m/s and $B=10$ T, first with $\Delta=0$ and then with $\Delta=50$ meV.

\textbf{Solution.} The Hamiltonian is $\hbar v$ times the earlier one, with $b=eB/\hbar$ and $m=\Delta/(\hbar v)$, now an inverse length. The moment at fixed chemical potential $\mu$ is $-\partial(\Delta u-\mu n)/\partial B$, where $n$ is the particle density. With the symmetric ordering each mode contributes $c^\dagger c-\tfrac12$ to the number; the paired levels cancel, and the unpaired level gives $n=\pm b/4\pi$ per species, the sign being that of the mass. We take $\mu=0$, the middle of the gap, so the term $\mu\,\partial n/\partial B$ is absent; it also cancels for any $\mu$ in the gap if the species come in pairs of opposite mass sign. The field-induced energy per area is $\Delta u=-N\hbar v\,\mathcal L$, and the moment per area is
\begin{equation}
M=-\frac{\partial\Delta u}{\partial B}=Nev\,\frac{\partial\mathcal L}{\partial b}.
\end{equation}
Since $\partial q/\partial b=-q/b$ and $\partial_q\zeta(-\frac12,q)=\frac12\zeta(\frac12,q)$, equation (\ref{main}) gives
\begin{equation}
\frac{\partial\mathcal L}{\partial b}=\frac{\sqrt b}{2\sqrt2\,\pi}\Big[3\zeta(-\tfrac12,q)-q\,\zeta(\tfrac12,q)\Big]-\frac m{4\pi}.
\end{equation}
Each term in (\ref{partial}) increases with $x$, so $\mathcal L$ decreases with $b$ and $M<0$: the response is diamagnetic. For $m=0$, $M=-3\Delta u/(2B)$, proportional to $-\sqrt B$. The susceptibility $\partial M/\partial B$ then diverges as $B\to0$ in this zero-temperature model.

\textit{Massless sheet.} Here $\hbar v=658.2$ meV\,nm and $b=0.015193$ nm$^{-2}$. From (\ref{massless}),
\begin{equation}
\Delta u=4(658.2)(0.04679)(0.015193)^{3/2}=0.231\ \text{meV/nm}^2,
\end{equation}
or $37.0\ \mu$J/m$^2$. The moment is $-0.598$ Bohr magnetons per nm$^2$. At one quarter of the field the energy is $0.0288$ meV/nm$^2$, smaller by $4^{3/2}=8$.

\textit{Gapped sheet.} Now $m=0.07596$ nm$^{-1}$ and
\begin{equation}
q=\frac{(0.07596)^2}{2(0.015193)}=0.190,\qquad \zeta(-\tfrac12,q)=0.0780.
\end{equation}
In the order of (\ref{main}), the three terms contribute
\begin{equation}
\Delta u=-0.0865+0.2418-0.0612=0.094\ \text{meV/nm}^2,
\end{equation}
or $15.1\ \mu$J/m$^2$. The gap reduces the energy to about 41\% of its massless value, and the moment to $-0.303$ Bohr magnetons per nm$^2$. The zeta term alone would give the wrong sign for the energy.

This case lies between the two limits. The weak-field formula gives $0.106$ meV/nm$^2$, about 13\% above the full result and on the side required by the bound in part (c), although $b/m^2=1/(2q)\simeq2.6$ is not small. The two leading strong-field terms give $0.2307-0.2418=-0.011$ meV/nm$^2$. Since the full energy is positive, the omitted terms of (\ref{strong}) cannot be neglected here.

These figures describe noninteracting Dirac fermions with equal $|m|$. They omit Zeeman splitting, lattice corrections and temperature, and the last digit shown is not meaningful for a real sheet. A nearest-neighbour honeycomb lattice with the same $v$ and bond length $0.142$ nm gives $0.229$ and $0.093$ meV/nm$^2$ for the two energies and $-0.593$ and $-0.299$ Bohr magnetons per nm$^2$ for the two moments, shifts of 0.6 to 1.5\%. A Zeeman splitting with $g=2$, $1.16$ meV at 10 T, reduces the magnitude of the massless moment by a further 1.6\% at zero temperature. The Coulomb energy at the magnetic length, $177$ meV divided by the dielectric constant, is not small beside the level spacing, and its effect lies outside this one-loop result. The constant-field result also requires $B$ to vary little over the magnetic length $b^{-1/2}=8.1$ nm, and the massless result requires thermal energies $k_BT$ far below the first level at $115$ meV. Even then the correction is linear in temperature, not exponentially small: the half-filled zero-energy level adds $-N(b/2\pi)k_BT\ln2$ to the free energy per area, which reduces the magnitude of the massless moment by about 2\% at $k_BT=1$ meV. This linear law holds only while the zero-energy level is unsplit; it stops once $k_BT$ falls below any splitting of that level, such as the Zeeman splitting. For such a sheet in three-dimensional space, $\Delta u$ is the energy of the sheet; the energy of the magnetic field in the surrounding volume is separate.

\section*{Calculated quantities}
\begin{verbatim}
TESTS (dimensionless, b = 1 unless stated)
grid levels E^2: 0.0000 2.0000 2.0000 4.0000 4.0000 6.0000 6.0000
m | L formula | Gaussian cutoff | exponential cutoff | integral
0.0 | -0.0467908 | -0.0467908 | -0.0467908 | -0.0467908
0.5 | -0.0220279 | -0.0220279 | -0.0220279 | -0.0220279
1.5 | -0.0087650 | -0.0087650 | -0.0087649 | -0.0087650
massless L(b=4)/L(b=1) from level sums: 8.00000
zeta(-1/2) = -0.2078862
zeta(3/2) = 2.6123753
massless L/b^(3/2) = -0.0467908
strong-field coefficient of b m: 0.07958
1/(4 pi) = 0.07958
b^2 coefficient, m = 1, plane waves: -0.013263
b^2 coefficient, m = 1, proper time: -0.013263
-1/(24 pi) = -0.013263
change of L as the lower proper-time limit drops (b = m = 1)
2+1, 1e-6 to 1e-8: -1.347e-05
2+1, 1e-8 to 1e-10: -1.347e-06
3+1, 1e-6 to 1e-8: -0.019442
3+1, 1e-8 to 1e-10: -0.019442
WORKED EXAMPLE
species N = 4
velocity = 1.0e+06 m/s
field = 10.0 T
half-gap = 50.0 meV
hbar v = 658.212 meV nm
b = e B/hbar = 0.015193 nm^-2
magnetic length = 8.1130 nm
massless first level = 114.736 meV
massless energy density = 0.23069 meV/nm^2
the same, converted = 36.961 microJ/m^2
massless energy density at B/4 = 0.02884 meV/nm^2
massless moment per area = -0.5978 Bohr magneton/nm^2
m = half-gap/(hbar v) = 0.075963 nm^-1
q = 0.18991
zeta(-1/2, q) = 0.077978
zeta(1/2, q) = 0.602353
gapped, zeta term = -0.08653 meV/nm^2
gapped, b m term = 0.24180 meV/nm^2
gapped, m^3 term = -0.06123 meV/nm^2
gapped energy density = 0.09404 meV/nm^2
the same, converted = 15.067 microJ/m^2
gapped, direct level sum = 0.09404 meV/nm^2
gapped, weak-field b^2 estimate = 0.10610 meV/nm^2
gapped moment per area = -0.3031 Bohr magneton/nm^2
\end{verbatim}
